# Why Weak Localization Leaves the Low-Field Hall Coefficient Unchanged

A gallium-oxide channel with \(2.0\times10^{12}\ \mathrm{cm^{-2}}\) carriers and a mobility of 1500 cm²/Vs has, in the model below, a Drude sheet conductivity of 480.7 µS. At 2 K and 1 mT, with an assumed phase-coherence time of 20 ps, the first-order weak-localization correction, in its leading-logarithm form, lowers \(\sigma_{xx}\) by 11.35 % and \(\sigma_{xy}\) by 22.70 %. To the same order the Hall coefficient, 312.1 Ω/T in magnitude, shifts by 0.00 %. Two large changes cancel because one is twice the other, and it is this factor two that needs an explanation.

## What has to be shown

Carriers of charge \(q\) and isotropic mass \(m\) move in two dimensions among short-range static impurities. Take \(qB>0\), \(\omega_c=qB/m\), and
\[
R_H=\frac{\sigma_{xy}}{B(\sigma_{xx}^2+\sigma_{xy}^2)}\simeq\frac{\sigma_{xy}}{B\sigma_{xx}^2}\qquad(\omega_c\tau\ll1).
\]
Taking the logarithm and varying it gives
\[
\frac{\delta R_H}{R_H}=\frac{\delta\sigma_{xy}}{\sigma_{xy}}-2\,\frac{\delta\sigma_{xx}}{\sigma_{xx}} .
\]
The Hall coefficient is therefore unchanged to first order if the first term on the right equals \(2\delta\sigma_{xx}/\sigma_{xx}\).

The derivation assumes \(k_Fl\gg1\) and a coherence time \(\tau_\phi\) much longer than the elastic time \(\tau\). It keeps the term proportional to \(\ln(\tau_\phi/\tau)\) and the standard leading set of interference diagrams. Further impurity crossings and electron-electron interaction are left out.

## One Hall rotation in the Drude current

The mechanical momentum obeys \([\pi_x,\pi_y]=i\hbar qB\). Hence \(v_-=v_x-iv_y\) raises the Landau index and \(v_+=v_x+iv_y\) lowers it, with squared matrix element between \(n\) and \(n+1\)
\[
v_n^2=\frac{2\hbar\omega_c(n+1)}{m}=\frac{2\varepsilon}{m},
\]
where \(\varepsilon=\hbar\omega_c(n+1)\) is the mean energy of the two levels.

The Fermi-surface conductivity per area is \(\sigma_{ab}=(g\hbar q^2/2\pi)\,\mathrm{Tr}\,v_aG^Rv_bG^A\), with spin factor \(g=2\). Short-range impurities scatter isotropically, so they do not correct the velocity in this expression. Since \(\sigma_{yx}=-\sigma_{xy}\), choosing \(a=+\), \(b=-\) yields \(2(\sigma_{xx}-i\sigma_{xy})\).

Let \(\Gamma=\hbar/2\tau\), let \(E\) be the Fermi energy and \(y=E-\varepsilon\). Then
\[
G^R_{n+1}G^A_n=\frac{1}{(y-\tfrac12\hbar\omega_c+i\Gamma)(y+\tfrac12\hbar\omega_c-i\Gamma)}=\frac1{y^2+A^2},
\]
\[
A=\Gamma+\tfrac{i}{2}\hbar\omega_c=\Gamma(1+i\omega_c\tau).
\]
Because \(\Gamma\gg\hbar\omega_c\), the level sum becomes \(\nu\int dy\), with \(\nu\) the density of states per spin. The part of \(v_n^2\) odd in \(y\) integrates to zero, its slow tails being removed by the companion terms with two retarded or two advanced functions. What remains is
\[
\nu\,\frac{2E}{m}\int\frac{dy}{y^2+A^2}=\nu\,\frac{2E}{m}\,\frac{\pi}{A},
\qquad
\sigma_{xx}-i\sigma_{xy}=\frac{\sigma_0}{1+i\omega_c\tau}.
\]
Here \(\sigma_0=gq^2\nu D\), with \(D=E\tau/m\). To first order, \(\sigma_{xy}=\omega_c\tau\,\sigma_{xx}\).

## The loop supplies the logarithm

A path that visits a chain of impurities from \(r\) to \(r'\) interferes with the path that visits the same chain in reverse. Let \(w\) be the disorder strength, so that \(\Gamma=\pi\nu w\). Repeated scattering of the pair sums to \(C=w/(1-wP)\), where, at total wavevector \(\mathbf Q\),
\[
wP=\Big\langle\frac1{1+i\tau\,\mathbf v\cdot\mathbf Q}\Big\rangle\simeq1-\tfrac12v^2\tau^2Q^2=1-DQ^2\tau .
\]
Loss of coherence subtracts a further \(\tau/\tau_\phi\), so
\[
C=\frac{w}{\tau(DQ^2+1/\tau_\phi)},\qquad
C_0=\int\!\frac{d^2Q}{(2\pi)^2}\,C=\frac{w}{4\pi D\tau}\ln\frac{\tau_\phi}{\tau},
\]
with the integral cut off at \(DQ^2\sim1/\tau\), where diffusion ceases.

The magnetic phases of the two paths add, so the pair behaves as a particle of charge \(2q\):
\[
[Q_x,Q_y]=\frac{2iqB}{\hbar},\qquad Q^2\to\frac{4|qB|}{\hbar}\left(N+\tfrac12\right).
\]
These levels do not depend on the sign of \(B\). The loop by itself therefore supplies nothing odd in \(B\). The Hall response must come from the two ends, where the current enters and leaves.

## Backscattering alone gives three

At the ends stand \(J_+=G^Av_+G^R\) and \(J_-=G^Rv_-G^A\). Reversing one path makes both run between the same points in the same order, so the correction contains \(J_+(r',r)\,J_-(r',r)\,C(r,r')\).

Let \(K_{n,n+1}(r',r)\) be the sum of \(\psi_{n}(r')\psi^*_{n+1}(r)\) over the degenerate states of the levels. Apart from a magnetic phase, it is odd in \(r'-r\). The kernel in \(J_-\) is the complex conjugate of such a \(K\) with its ends exchanged, and the exchange yields a factor \(-1\): the carrier returns with reversed velocity. The leftover magnetic phases cancel against that of \(C\), which otherwise varies slowly over a mean free path. Orthonormality of the states then removes all cross terms between different \(n\). The end factor, or bare box, is
\[
-\nu\int dy\,\frac{2E}{m}\frac1{(y^2+A^2)^2}
=-\nu\,\frac{2E}{m}\,\frac{\pi}{2A^3}
=-\frac{b}{(1+i\omega_c\tau)^3},\qquad b=\frac{\pi\nu E}{m\Gamma^3}.
\]

At zero field, \(2\delta\sigma_{xx}=-(g\hbar q^2/2\pi)\,b\,C_0\). Inserting \(w=\Gamma/\pi\nu\), \(\Gamma=\hbar/2\tau\) and \(E\tau/m=D\) gives, for \(g=2\) and \(|q|=e\),
\[
\delta\sigma_{xx}=-\frac{e^2}{2\pi^2\hbar}\ln\frac{\tau_\phi}{\tau}.
\]
In the example this is \(-12.33\ \text{µS}\times\ln(20.0/0.239)=-54.6\) µS.

To first order in the field the bare box is \(-b(1-3i\omega_c\tau)\). The relative Hall correction would then be three times the longitudinal one, and \(R_H\) would shift by \(3-2=1\) times \(\delta\sigma_{xx}/\sigma_{xx}\), which is −11.35 % in the example. Backscattering alone does not protect the Hall coefficient.

## The dressed ends remove one unit

At the same order, one further impurity at a point \(s\) can join the two retarded lines at the ends, or the two advanced ones. The box then splits into two halves that meet at \(s\). For the retarded case each half is
\[
F_a=\sum_{\mathbf k}v_a\,G^A_{\mathbf k}G^R_{\mathbf k}G^R_{\mathbf Q-\mathbf k},
\qquad
G^R_{\mathbf Q-\mathbf k}\simeq G^R_{\mathbf k}-\hbar\,\mathbf v\cdot\mathbf Q\,(G^R_{\mathbf k})^2 .
\]
The first term vanishes on averaging over directions. In the second, \(v_a(\mathbf v\cdot\mathbf Q)\) averages to \(\tfrac12v^2Q_a=(\varepsilon/m)Q_a\). Thus \(F_a=f_RQ_a\), and with \(x=E-\varepsilon\),
\[
f_R=-\frac{\hbar\nu}{m}\int dx\,\frac{E-x}{(x-i\Gamma)(x+i\Gamma)^3}
=-\frac{\hbar\nu}{m}\,\frac{2\pi i(E-i\Gamma)}{(2i\Gamma)^3}
=\frac{\pi\hbar\nu}{4m\Gamma^3}(E-i\Gamma),
\]
closing the contour around \(x=i\Gamma\). The advanced half has \(f_A=f_R^*\).

The retarded box contains the halves in the order \(Q_+Q_-\), the advanced box in the order \(Q_-Q_+\). From the commutator,
\[
Q_\pm Q_\mp=Q^2\pm\frac{2qB}{\hbar}.
\]
The \(Q^2\) part cancels the small denominator of \(C\) and produces no logarithm. The field part gives
\[
w\,\frac{2qB}{\hbar}\,(f_R^2-f_A^2)
=\frac{\Gamma}{\pi\nu}\,\frac{2m\omega_c}{\hbar}\left(\frac{\pi\hbar\nu}{4m\Gamma^3}\right)^2(-4iE\Gamma)
=-ib\,\frac{\hbar\omega_c}{2\Gamma}=-ib\,\omega_c\tau .
\]
The large real parts \(E^2\) cancel between the two boxes. What survives comes from the small phases of the halves, \(-\Gamma/E\) for the retarded and \(+\Gamma/E\) for the advanced ones, multiplied by the flux through the ends.

All boxes together give
\[
-b(1-3i\omega_c\tau)-ib\,\omega_c\tau=-b(1-2i\omega_c\tau).
\]
This is proportional to \(\delta\sigma_{xx}-i\delta\sigma_{xy}\), so \(\delta\sigma_{xy}=2\omega_c\tau\,\delta\sigma_{xx}\). Dividing by \(\sigma_{xy}=\omega_c\tau\,\sigma_{xx}\) gives
\[
\boxed{\frac{\delta\sigma_{xy}}{\sigma_{xy}}=2\,\frac{\delta\sigma_{xx}}{\sigma_{xx}},\qquad \frac{\delta R_H}{R_H}=0}
\]
to first order in the correction, at leading logarithmic order.

The boxes were also summed directly over Landau levels, without the integrals above, at \(k_Fl=20\). Extrapolated to zero field, the ratio for pair level \(N=0\) is 3.000 with the bare box and 2.000 with all boxes. For \(N=2\) the values are 2.997 and 2.002. The pair-level spacing in these sums, taken at \(\omega_c\tau=2\times10^{-4}\), is 0.965 of the diffusive value. The next term in \(wP\simeq1-\tfrac12Q^2l^2+\tfrac38Q^4l^4\) explains the deficit: with \(Q^2l^2=0.008\) and 0.040 for the two levels, it lowers the spacing by \(\tfrac34(0.008+0.040)\), or 3.6 %.

## What the factor two means

Write \(\sigma_-=\sigma_{xx}-i\sigma_{xy}\). To first order in \(\omega_c\tau\), the result reads
\[
\delta\sigma_-=\delta\sigma_{xx}\,(1-2i\omega_c\tau)\simeq\delta\sigma_{xx}\,\frac{\sigma_-^2}{\sigma_0^2}.
\]
Inverting the conductivity tensor amounts to taking \(\rho_-=1/\sigma_-\), so
\[
\rho_-=\frac1{\sigma_0}+\frac{iB}{nq},\qquad
\delta\rho_-=-\frac{\delta\sigma_-}{\sigma_-^2}=-\frac{\delta\sigma_{xx}}{\sigma_0^2}.
\]
The change is real: only the longitudinal resistivity grows. Interference makes the carriers lose momentum faster, but the transverse electric field still has to balance the same Lorentz force on the same number of carriers.

A shorter effective \(\tau\) in the Drude formulas says the same thing. At low field \(\sigma_{xx}\propto\tau\), while \(\sigma_{xy}\propto\tau^2B\), because the carrier must first be accelerated and then deflected. An 11.35 % loss in one is a 22.70 % loss in the other when only the first-order term is kept.

## A field that suppresses the loops

The coherence field \(\hbar/(4eD\tau_\phi)=3.21\) mT sets the scale on which flux begins to suppress loops lasting about \(\tau_\phi\). Summing the decay over pair levels shows that loops of duration \(t\) keep a fraction \(x/\sinh x\) of their zero-field contribution, with \(x=2eBDt/\hbar\). For \(t=\tau_\phi\) this is 96 % at the coherence field and 28 % at 20 mT. The diffusive formula gives a correction at 20 mT of −48.5 µS, against −54.6 µS at zero field. The derivation still applies, because the odd part of the boxes does not depend on \(N\), so the factor two multiplies whatever sum over pair levels remains. With that factor inserted, the first-order shift of \(R_H\) is again 0.00 %. The condition is that \(B\) stays well below the transport field, 269 mT, where loops of the size of a mean free path are affected and diffusion no longer describes them. At 20 mT, already 7 % of that field, the diffusive value of the change in \(\sigma_{xx}\) is itself only approximate: it gives a rise of 6.1 µS from zero field, whereas keeping the full free-flight kernel of the pair gives about 5.3 µS.

## The real channel

The example's density, mobility, mass (0.28 \(m_0\)) and coherence time are rough values for a modulation-doped β-(AlGa)₂O₃/Ga₂O₃ channel at helium temperature. One assumption broken there is the absence of electron-electron interaction. The exchange correction, quoted here and not derived, changes \(\sigma_{xx}\) but leaves \(\sigma_{xy}\) alone, so that \(\delta R_H/R_H=-2\delta\sigma_{xx}/\sigma_{xx}\). With exchange alone and no Hartree reduction, its leading logarithm, \(\ln(\hbar/k_BT\tau)\), lowers \(\sigma_{xx}\) by 7.1 % and raises \(R_H\) by 14.2 % to first order. These are estimates: a factor of two in the argument of the logarithm changes the first figure by 1.8 percentage points and the second by twice as much. With \(\hbar/k_BT\tau=16\) the logarithm is only 2.8, and the number inside it is not fixed by this estimate. Exchange alone would make a density read as \(1/(e|R_H|)\) come out about 12 % too low. The omitted Hartree term has the opposite sign and is not small here: for a permittivity ratio of 10 the gas has \(r_s\approx2\), and a rough screened-Coulomb estimate reduces the shift of \(R_H\) to about 4 %. The interaction error is thus of the order of several per cent, while weak localization itself causes no such error at this order.

The printed 0.00 % is a property of the leading logarithm, not a forecast of that precision. Short loops contribute terms without the logarithm on a scale of 2.6 % of \(\sigma_0\): keeping the full free-flight kernel in the same boxes changes the zero-field correction from −54.6 µS to about −46.6 µS, or 9.7 % of \(\sigma_0\), so the digits of 11.35 % and 22.70 % belong to the leading logarithm only. The square of the first-order correction is 1.3 %. Small-angle scattering from remote donors also departs from the short-range model, and its effect is not estimated here. A spin-orbit energy \(\pm\alpha k\) would matter once \(\alpha\) reaches about 0.6 meV nm, where the in-plane spin relaxation time equals \(\tau_\phi\). At 300 K the thermal time \(\hbar/k_BT\) is 0.025 ps, shorter than the elastic time of 0.239 ps used here. If coherence is lost on that scale, no long interfering loops remain and the question does not arise. The numerical output below lists further inputs and estimates.

## Computed results

```
MICROSCOPIC TESTS
kFl in box test: 20
w_c tau in box test: 4.0e-04, 2.0e-04
Drude sum at w_c tau=0.05: 0.9975 -0.0499 i
Drude formula: 0.9975 -0.0499 i
N=0 ratio, bare box: 3.000
N=0 ratio, all boxes: 2.000
N=0 all boxes, not extrapolated: 2.004
N=2 ratio, bare box: 2.997
N=2 ratio, all boxes: 2.002
N=2 all boxes, not extrapolated: 2.019
Dressed odd part / (w_c tau |bare|): -0.992
Half box Im/Re, sum: -0.0506
Half box Im/Re, formula: -0.0500
Pair-level spacing sum/formula: 0.965
Log step for tenfold tau_phi: 2.3027
ln 10: 2.3026
EXAMPLE
Sheet density: 2.0e+12 cm^-2
Mobility: 1500 cm2/Vs
Mass: 0.28 m0
Temperature: 2.0 K
Elastic time: 0.239 ps
Coherence time: 20.0 ps
Fermi energy: 17.1 meV
kFl: 12.4
Diffusion constant: 25.6 cm2/s
Drude sheet conductivity: 480.7 uS
e^2/(2 pi^2 hbar): 12.33 uS
Coherence field: 3.21 mT
Transport field: 269 mT
WL correction, B=0: -54.6 uS
WL correction, 1 mT: -54.6 uS
WL correction, 20 mT: -48.5 uS
d sigma_xx/sigma_xx, 1 mT: -11.35 %
d sigma_xy/sigma_xy, 1 mT: -22.70 %
d sigma_xx/sigma_xx, 20 mT: -10.10 %
Classical R_H: 312.1 ohm/T
R_H shift, 1 mT: -0.00 %
R_H shift, 20 mT: -0.00 %
R_H shift, bare box only, 1 mT: -11.35 %
OUTSIDE THE MODEL
Exchange d sigma_xx/sigma_xx: -7.1 %
Exchange R_H shift: 14.2 %
Short-loop scale: 2.6 %
Second-order scale, 1 mT: 1.3 %
kT/E_F: 0.0101
Subband gap estimate: 62 meV
Spin-orbit threshold: 0.60 meV nm
hbar/kT at 300 K: 0.025 ps
```
